\section*{Strain as a valley-odd vector potential in graphene}

\section{A level spacing without a magnet}

A graphene strip 100 nm wide, with its length along a zigzag direction of the lattice, is held flat and bent in its own plane to a radius of 2.5 $\mu$m, so that its edges are strained by $\pm2\%$. No magnet is present. In a nearest-neighbour lattice model the middle of the strip nevertheless has a level at zero energy and another at 48 meV, the energy expected for the first Landau level in a field of about 2.3 T. The zero level occupies the same sublattice in both valleys, whereas a true magnetic field puts it on opposite sublattices. Both facts follow from the theorem below.

\section{Assumptions and theorem}

Each atom carries one real orbital, spin plays no part, and an electron hops between nearest neighbours. An A atom at $\mathbf R$ has B neighbours at $\mathbf R+\boldsymbol\delta_n$, where
\begin{equation}
\boldsymbol\delta_{1,2}=a\left(\pm\tfrac{\sqrt3}{2},\tfrac12\right),\qquad
\boldsymbol\delta_3=a(0,-1).
\end{equation}
The hopping amplitude is $-t_n$, with $t_n=t$ in the unstrained sheet. The valleys are $\mathbf K_\xi=\xi(4\pi/(3\sqrt3a),0)$, $\xi=\pm1$; $\xi=+1$ is called $K$ and $\xi=-1$ is called $K'$.

Atoms are labelled by their undeformed positions $\mathbf r$ (material coordinates), and $\mathbf q$ is the wavevector conjugate to $\mathbf r$, measured from $\mathbf K_\xi$. The displacement $\mathbf u(\mathbf r)$ gives the strain $\varepsilon_{ij}=(\partial_iu_j+\partial_ju_i)/2$. The hopping depends on bond length alone, with $\beta=-d\ln t/d\ln a$. Let $\eta\ll1$ be a common measure of $qa$ and $\beta\varepsilon$, and let $\beta a|\nabla\varepsilon|$ be of order $\eta^2$. Terms of order $\eta$ are kept.

\textbf{Theorem.} Under these assumptions, in the basis (A, B),
\begin{equation}
H_\xi=\hbar v\left[\xi(q_x+\xi\mathcal A_x)\sigma_x-(q_y+\xi\mathcal A_y)\sigma_y\right],\qquad \hbar v=\tfrac32ta,
\label{H}
\end{equation}
\begin{equation}
\boldsymbol{\mathcal A}=-\frac{\kappa\beta}{2a}\left(\varepsilon_{xx}-\varepsilon_{yy},\,-2\varepsilon_{xy}\right).
\label{A}
\end{equation}
The real vector $\boldsymbol{\mathcal A}$ is the same in both valleys and enters with the sign $\xi$; the two valleys together are invariant under time reversal. If both sublattices follow $\mathbf u$, then $\kappa=1$. If they relax against each other under harmonic bond-length and bond-angle forces with no coupling terms between them, $\kappa=(1-\nu)/(1+\nu)$, where $\nu$ is Poisson's ratio of the sheet.

\section{Lemma 1: expansion at the Dirac points}

\textbf{Lemma 1.} With $t_n=t+\delta t_n$, equation (\ref{H}) holds with
\begin{equation}
\hbar v\mathcal A_x=\tfrac12(\delta t_1+\delta t_2)-\delta t_3,\qquad
\hbar v\mathcal A_y=-\tfrac{\sqrt3}{2}(\delta t_1-\delta t_2).
\label{At}
\end{equation}

\emph{Proof.} Write the amplitudes on the two sublattices as $e^{i\mathbf K_\xi\cdot\mathbf r}F_{A,B}(\mathbf r)$ with smooth $F$. The Schr\"odinger equation on an A site is
\begin{equation}
EF_A(\mathbf r)=-\sum_n(t+\delta t_n)\,e^{i\mathbf K_\xi\cdot\boldsymbol\delta_n}F_B(\mathbf r+\boldsymbol\delta_n).
\end{equation}
Since $\mathbf K_\xi\cdot\boldsymbol\delta_{1,2}=\pm2\pi\xi/3$ and $\mathbf K_\xi\cdot\boldsymbol\delta_3=0$, the phase factors are
\begin{equation}
z=-\tfrac12+\tfrac{i\xi\sqrt3}{2},\qquad z^*,\qquad 1,
\end{equation}
and $z+z^*+1=0$. Now expand $F_B(\mathbf r+\boldsymbol\delta_n)=F_B+\boldsymbol\delta_n\cdot\nabla F_B+\dots$. The term with $t$ and no derivative vanishes because the phases sum to zero. The term with $t$ and one derivative is
\begin{align}
-t\sum_ne^{i\mathbf K_\xi\cdot\boldsymbol\delta_n}\boldsymbol\delta_n\cdot\nabla
&=-ta\left[\tfrac{\sqrt3}{2}(z-z^*)\partial_x+\left(\tfrac12(z+z^*)-1\right)\partial_y\right]\nonumber\\
&=-ta\left[\tfrac{3i\xi}{2}\partial_x-\tfrac32\partial_y\right]
=\tfrac32ta\,(\xi q_x+iq_y),
\end{align}
with $q_j=-i\partial_j$. The term with $\delta t_n$ and no derivative is
\begin{equation}
-\left(z\,\delta t_1+z^*\delta t_2+\delta t_3\right)
=\tfrac12(\delta t_1+\delta t_2)-\delta t_3-\tfrac{i\xi\sqrt3}{2}(\delta t_1-\delta t_2)
=\hbar v(\mathcal A_x+i\xi\mathcal A_y).
\end{equation}
Products of $\delta t_n$ with derivatives, which describe a position-dependent velocity, are of order $\eta^2$ and are dropped. As $\xi^2=1$, the sum is
\begin{equation}
f_\xi=\hbar v\left[\xi(q_x+\xi\mathcal A_x)+i(q_y+\xi\mathcal A_y)\right].
\label{f}
\end{equation}
The equation on the B sites gives the Hermitian conjugate to the same order. The upper right element of $\sigma_y$ is $-i$, so (\ref{f}) is the upper right element of (\ref{H}). $\square$

\section{Lemma 2: bond stretching and relaxation}

\textbf{Lemma 2.} Let the B sublattice move by an extra $\mathbf w=a\mathbf W$ relative to A, and define $e_1=\varepsilon_{xx}-\varepsilon_{yy}$, $e_2=2\varepsilon_{xy}$. Then
\begin{equation}
\boldsymbol{\mathcal A}=\frac{\beta}{a}(-P_y,P_x),\qquad
\mathbf P=\left(\tfrac12e_2+W_x,\ \tfrac12e_1+W_y\right).
\label{AP}
\end{equation}

\emph{Proof.} Bond $n$ points along $(\cos\phi_n,\sin\phi_n)$ with $\phi_n=30^\circ,150^\circ,270^\circ$. For these angles $\cos2\phi_n=\sin\phi_n$ and $\sin2\phi_n=\cos\phi_n$. A bond's length changes by the component along it of its change $\varepsilon\boldsymbol\delta_n+\mathbf w$; a rigid rotation contributes nothing at first order. With $\tau=\varepsilon_{xx}+\varepsilon_{yy}$,
\begin{align}
\frac{s_n}{a}&=\tfrac12\tau+\tfrac12e_1\cos2\phi_n+\tfrac12e_2\sin2\phi_n+W_x\cos\phi_n+W_y\sin\phi_n\nonumber\\
&=\tfrac12\tau+P_x\cos\phi_n+P_y\sin\phi_n .
\end{align}
The definition of $\beta$ gives $\delta t_n=-\beta ts_n/a$. In (\ref{At}) the trace $\tau$ cancels, and
\begin{align}
\tfrac32ta\,\mathcal A_x&=-\beta t\left[\tfrac12P_y-(-P_y)\right]=-\tfrac32\beta tP_y,\\
\tfrac32ta\,\mathcal A_y&=\tfrac{\sqrt3}{2}\beta t\,(\sqrt3P_x)=\tfrac32\beta tP_x .
\end{align}
Division by $3ta/2$ gives (\ref{AP}). $\square$

\section{Proof of the theorem}

\textbf{The potential.} If $\mathbf W=0$, then $\mathbf P=(e_2,e_1)/2$, and (\ref{AP}) is (\ref{A}) with $\kappa=1$. For the relaxed sheet, give each bond the energy $k_ss_n^2/2$ and each angle between neighbouring bonds the energy $k_ba^2(\delta\theta)^2/2$. Bond $n$ turns by the component of $\varepsilon\boldsymbol\delta_n/a+\mathbf W$ along $(-\sin\phi_n,\cos\phi_n)$:
\begin{equation}
\delta\phi_n=-M_y\cos\phi_n+M_x\sin\phi_n,\qquad
\mathbf M=\left(\tfrac12e_2-W_x,\ \tfrac12e_1-W_y\right).
\end{equation}
Over the three bonds $\sum\cos^2\phi_n=\sum\sin^2\phi_n=3/2$, and $\cos\phi_n$, $\sin\phi_n$ and their product sum to zero. Hence $\sum s_n^2=a^2(\tfrac34\tau^2+\tfrac32P^2)$ and $\sum\delta\phi_n^2=\tfrac32M^2$. For three numbers with zero sum, the squared differences add up to three times the sum of squares, so the angles at one atom give $\tfrac92M^2$. The other atom of the cell gives the same. With $S=3k_s/2$ and $B=9k_b$, the energy per cell is
\begin{equation}
U=\tfrac12a^2\left[\tfrac12S\tau^2+SP^2+BM^2\right].
\end{equation}
The strain fixes the sum $\mathbf P+\mathbf M=(e_2,e_1)$. Minimizing over $\mathbf W$ gives $S\mathbf P=B\mathbf M$, so
\begin{equation}
\mathbf P=\frac{B}{S+B}(e_2,e_1)=\frac{\kappa}{2}(e_2,e_1),\qquad \kappa=\frac{2B}{S+B}.
\end{equation}
This is (\ref{A}). At the minimum $SP^2+BM^2=\frac{SB}{S+B}(e_1^2+e_2^2)$, and therefore
\begin{equation}
U=\tfrac14a^2S\left[\tau^2+\kappa(e_1^2+e_2^2)\right].
\end{equation}
Under tension along $x$ with free sides, $\partial U/\partial\varepsilon_{yy}=0$ requires $\tau=\kappa e_1$, that is $(1-\kappa)\varepsilon_{xx}+(1+\kappa)\varepsilon_{yy}=0$. Thus $\nu=-\varepsilon_{yy}/\varepsilon_{xx}=(1-\kappa)/(1+\kappa)$, and solving for $\kappa$ gives $\kappa=(1-\nu)/(1+\nu)$.

\textbf{Time reversal.} For spinless real orbitals, time reversal is complex conjugation. It sends $\mathbf K_\xi+\mathbf q$ to $\mathbf K_{-\xi}-\mathbf q$, so invariance requires $f_{-\xi}(-\mathbf q)^*=f_\xi(\mathbf q)$. From (\ref{f}),
\begin{align}
f_{-\xi}(-\mathbf q)&=\hbar v\left[-\xi(-q_x-\xi\mathcal A_x)+i(-q_y-\xi\mathcal A_y)\right]\nonumber\\
&=\hbar v\left[\xi(q_x+\xi\mathcal A_x)-i(q_y+\xi\mathcal A_y)\right],
\end{align}
whose complex conjugate is $f_\xi(\mathbf q)$. $\square$

A true vector potential $\mathbf A$ acting on charge $-e$ replaces $\mathbf q$ by $\mathbf q+e\mathbf A/\hbar$ in both valleys. The same operation then returns $\mathbf q-e\mathbf A/\hbar$: it reverses the magnetic field. Strain leaves the hoppings real, which is why its potential must be odd in the valley.

\section{Remarks on uniform strain}

\textbf{No gap.} For uniform strain, (\ref{f}) vanishes at $\mathbf q=-\xi\boldsymbol{\mathcal A}$. The Dirac points move in opposite directions and stay gapless. On the full lattice a zero needs three complex numbers of lengths $t_1,t_2,t_3$ that sum to zero, so these lengths must form a triangle. Small strain satisfies this; a strain large enough to make one hopping exceed the sum of the other two does not, and a gap opens.

\textbf{Laboratory frame.} Let $J_{ij}=\partial_ju_i$. True bond vectors are $(1+J)\boldsymbol\delta_n$, so a laboratory wavevector $\mathbf k$ corresponds to the material wavevector $(1+J)^T\mathbf k$. To first order the Dirac points lie at
\begin{equation}
\mathbf k=\mathbf K_\xi-J^T\mathbf K_\xi-\xi\boldsymbol{\mathcal A}.
\end{equation}
The additional term has components $-\partial_j(\mathbf K_\xi\cdot\mathbf u)$. It is a gradient, has no curl, and produces no pseudofield.

\section{Corollary: Landau levels}

Let $b=\partial_x\mathcal A_y-\partial_y\mathcal A_x$ be uniform in an unbounded sheet.

\textbf{Corollary.} The levels are $E=\pm\hbar v\sqrt{2n|b|}$, $n=0,1,2,\dots$. For $b>0$ the zero level lies on sublattice A in both valleys, and for $b<0$ on B.

\emph{Proof.} Put $\boldsymbol\Pi=-i\nabla+\xi\boldsymbol{\mathcal A}$, so that $[\Pi_x,\Pi_y]=-i\xi b$. With $D=\Pi_x-i\xi\Pi_y$, the lower left element of $H_\xi$ is $\hbar v\,\xi D$ and the upper right one is $\hbar v\,\xi D^\dagger$. Hence $H_\xi^2=(\hbar v)^2\,\mathrm{diag}(D^\dagger D,DD^\dagger)$, where
\begin{equation}
D^\dagger D=\Pi^2-i\xi[\Pi_x,\Pi_y]=\Pi^2-b,\qquad DD^\dagger=\Pi^2+b .
\end{equation}
The commutator makes $\Pi^2$ a harmonic oscillator with eigenvalues $(2m+1)|b|$, $m=0,1,\dots$. For $b>0$ the A component has eigenvalues $2m|b|$ and the B component $2(m+1)|b|$, so zero occurs on A alone; for $b<0$ the roles are exchanged. Since $\sigma_z$ anticommutes with $H_\xi$, nonzero energies come in pairs $\pm E$. $\square$

For a true field $B$ the commutator is $-ieB/\hbar$. Comparison defines the pseudofield $B_\xi=\xi\hbar b/e$. In the true field $D^\dagger D=\Pi^2-\xi eB/\hbar$: the valley sign survives, and the zero level changes sublattice between valleys.

If both are present, $b$ is replaced by $b+\xi eB/\hbar$. For $n\ge1$ the levels of the valleys then separate, while the zero level stays at zero in each valley whose total field is nonzero. At $eB/\hbar=b$ the total field vanishes in $K'$ and doubles in $K$.

\section{The bent strip}

Take $x$ along the strip, which is a zigzag direction of the lattice, $y$ across it, and
\begin{equation}
u_x=gxy,\qquad u_y=-\tfrac12gx^2-\tfrac12\nu gy^2 .
\end{equation}
Then $\varepsilon_{xx}=gy$, $\varepsilon_{yy}=-\nu gy$ and $\varepsilon_{xy}=\frac12(gx-gx)=0$. From (\ref{A}), $\mathcal A_x=-\kappa\beta(1+\nu)gy/(2a)$ and $\mathcal A_y=0$, so $b=-\partial_y\mathcal A_x$ is uniform:
\begin{equation}
b=\frac{\kappa\beta(1+\nu)g}{2a}=\frac{\beta(1-\nu)g}{2a}\quad\text{(relaxed)}.
\end{equation}

The direction matters: if the length of the strip makes an angle $\theta$ with the zigzag direction, $b$ is multiplied by $\cos3\theta$, and for a strip along an armchair direction it vanishes.

The model inputs, chosen close to graphene, are $t=2.7$ eV, $a=0.142$ nm, $\beta=3$ and $\nu=0.17$, so $\hbar v=0.575$ eV nm and $\kappa=0.71$. The gradient is $g=2(0.02)/(100\ \mathrm{nm})=4\times10^{-4}$ nm$^{-1}$, and
\begin{align}
b&=\frac{3(0.83)(4\times10^{-4})}{0.284}\ \mathrm{nm}^{-2}=3.51\times10^{-3}\ \mathrm{nm}^{-2},\\
B_\pm&=\pm(658\ \mathrm{T\,nm^2})\,b=\pm2.31\ \mathrm T,\\
E_1&=(0.575\ \mathrm{eV\,nm})\sqrt{2b}=48.2\ \mathrm{meV}.
\end{align}
The magnetic length $b^{-1/2}$ is 16.9 nm, well inside the strip. Over that distance $\beta\varepsilon_{xx}$ reaches about 2\%, so the expansion is justified. At the stretched edge $\mathcal A_x=-0.175$ nm$^{-1}$, about 1\% of $|\mathbf K_\xi|=17.0$ nm$^{-1}$.

Diagonalizing the 100 nm strip, with hoppings $t\exp[-\beta(d/a-1)]$ taken from the true interatomic distances $d$, gives 48.3 meV. With $\kappa=1$ and $\nu$ held fixed, formula and lattice both give 57.2 meV, at a pseudofield of 3.25 T. Relaxation thus lowers the level by 16\%, the factor $\sqrt\kappa$. This figure belongs to the force model of the theorem: Poisson's ratio alone does not fix $\kappa$. A Keating model, whose angle term also depends on the bond lengths, gives $\kappa=0.59$ at the same $\nu=0.17$, and a first level of 44 meV.

The sublattice signature was tested on strips 160 nm wide, with the same strain gradient and $\kappa=1$, or unstrained in a true field of equal strength. In the middle of the bent strip the relative weight $(A-B)/(A+B)$ of the zero level is $+1.000$ in both valleys. In the true field it is $+1.000$ in $K$ and $-1.000$ in $K'$.

\section{Beside a real device}

Strain also shifts the site energies, by an amount taken here as 3 eV times $\tau$, a rough screened value. In the bent strip this is an in-plane field of 0.010 MV/cm. Its ratio to $v$ times the pseudofield is
\begin{equation}
\frac{(3\ \mathrm{eV})(1-\nu)g}{\hbar vb}=\frac{2a\,(3\ \mathrm{eV})}{\hbar v\beta}=0.49,
\end{equation}
which does not depend on $g$, so sharper bending does not reduce it. On the 160 nm lattice, at the same gradient and with relaxation, the spacing of the first level, taken as half the distance between the levels $+1$ and $-1$, falls to 39 meV. This 19\% reduction holds at fixed wavevector, which is not the same as at one place. The in-plane field tilts every level by 1.0 meV per nm across the strip, and at fixed wavevector it displaces the first level by about 18 nm from the zero level, toward lower site energy. Between states with the same mean position the spacing is therefore larger, about 58 meV. The in-plane field also mixes the sublattices: the relative weight $(A-B)/(A+B)$ of the zero level falls from 1 to $\sqrt{1-0.49^2}=0.87$, still with the same sign in both valleys.

With the assumed 3 eV the spacing at fixed wavevector remains well above the thermal energy of 6.6 meV at 77 K. This does not by itself make the levels visible. The tilt changes a level by about 17 meV over one magnetic length and by about 100 meV across the strip, so the strip as a whole has no gap between levels. Even in the local density of states at the middle of the strip, the first level no longer forms a separate peak at 77 K. The field ratio is proportional to the assumed 3 eV: at about 6.1 eV the ratio would reach one and the Landau levels would collapse. These numbers are for free sides; if the surroundings suppress the transverse strain entirely, the ratio at 3 eV is 0.70 and the collapse comes at about 4.3 eV. For carriers of energy $E$ the cyclotron frequency is $ev^2B/E$ and the mobility is $e\tau_sv^2/E$, with $\tau_s$ the scattering time; hence $\omega_c\tau_s$ equals mobility times field. A rough mobility of 20000 cm$^2$/Vs gives 4.6: in the time $\tau_s$ a carrier turns through 4.6 rad, about three quarters of an orbit. This requires an orbit that fits in the strip: without the site-energy field its diameter is $2E/(\hbar vb)$, which reaches the full width of 100 nm at $E\approx0.1$ eV. Scattering between valleys is a separate limit, because it mixes opposite pseudofields.

The hardest assumption to meet is flatness. A ripple of half-wavelength $W$ costs bending energy in proportion to $D_b(\pi/W)^4$ and releases compression in proportion to $Y\varepsilon(\pi/W)^2$, so the strain scale for buckling is $\pi^2D_b/(YW^2)$. With $W=100$ nm, the width of the strip, and rough values $D_b=1.5$ eV and $Y=340$ N/m this is $7\times10^{-5}\,\%$, far below the 2\% compression at the inner edge. A free strip would buckle; the result applies to one held flat by its surroundings. The transverse strain used above is that of a strip with free sides. Surroundings that grip the strip without slipping set the ratio $-\varepsilon_{yy}/\varepsilon_{xx}$ themselves; for ratios from 0 to 0.5 the first level, before the site-energy correction, lies between 45 and 55 meV. An edge strain of 2\% is demanding for such a device. At 1\%, with the width unchanged, the pseudofield halves to 1.2 T. Before the site-energy correction, the formula for an unbounded sheet then gives a first level lower by $\sqrt2$, at 34 meV. The magnetic length has grown to 24 nm, however, and in the 100 nm strip the edges raise this level to about 36 meV. They also split the zero level, to about $\pm4$ meV at 1\% against $\pm0.7$ meV at 2\%. The numerical output below lists the values at 2\% edge strain for both choices of $\kappa$.

\section*{Calculated quantities}
\begin{verbatim}
hopping t = 2.70 eV
bond length a = 0.142 nm
hopping exponent beta = 3.0
Poisson ratio nu = 0.17
hbar v = 0.5751 eV nm
velocity v = 8.737e+05 m/s
valley wavevector |K| = 17.031 1/nm
hbar/e = 658.21 T nm^2
strip width = 100 nm
edge strain = 2.0 %
strain gradient g = 4.00e-04 1/nm
bending radius = 2.50 um
relaxation factor kappa = 0.7094
unrelaxed: Ax at stretched edge = -0.2472 1/nm
unrelaxed: curl b = 4.944e-03 1/nm^2
unrelaxed: pseudofield at K = +3.254 T
unrelaxed: pseudofield at K' = -3.254 T
unrelaxed: magnetic length = 14.22 nm
unrelaxed: level 1, formula = 57.19 meV
unrelaxed: level 1, lattice strip = 57.19 meV
relaxed: Ax at stretched edge = -0.1754 1/nm
relaxed: curl b = 3.507e-03 1/nm^2
relaxed: pseudofield at K = +2.308 T
relaxed: pseudofield at K' = -2.308 T
relaxed: magnetic length = 16.89 nm
relaxed: level 1, formula = 48.16 meV
relaxed: level 1, lattice strip = 48.26 meV
zero level, (A-B)/(A+B) weight in the middle of a 160 nm strip:
  bent: K +1.000, K' +1.000
  true field: K +1.000, K' -1.000
scalar deformation potential (rough) = 3.0 eV
its in-plane field = 0.0100 MV/cm
ratio of that field to v times pseudofield = 0.494
level 1 spacing with it, 160 nm lattice = 39.05 meV
temperature = 77 K
thermal energy kT = 6.64 meV
mobility (rough) = 20000 cm2/Vs
mobility times relaxed field = 4.62
bending rigidity (rough) = 1.5 eV
in-plane stiffness (rough) = 340 N/m
buckling strain scale of a free strip = 7.0e-05 %
\end{verbatim}
